\section*{First crossing of neighbouring Stark manifolds in hydrogen, part 2}

An electron moves about a fixed point proton in a uniform static field $F\ge0$ along $+z$, without spin or relativity. In Hartree atomic units $H=-\tfrac12\nabla^2-\frac1r+Fz$. With $\xi=r+z$, $\eta=r-z$, $\rho^2=x^2+y^2=\xi\eta$ and azimuth $\varphi$,
\begin{equation}
H=\frac{2(L_1+L_2-1)}{\xi+\eta}.
\label{eq:H}
\end{equation}
Here
\begin{equation}
L_1=-\partial_\xi\xi\partial_\xi+\frac{L_z^2}{4\xi}+\frac{F\xi^2}{4},\qquad
L_2=-\partial_\eta\eta\partial_\eta+\frac{L_z^2}{4\eta}-\frac{F\eta^2}{4}.
\end{equation}
$L_z=-i\partial_\varphi$ has eigenvalue $m\ge0$. For $\psi=f_1(\xi)f_2(\eta)e^{im\varphi}$ with energy $E$,
\begin{equation}
\left(L_1-\tfrac12E\xi\right)f_1=Z_1f_1,\qquad \left(L_2-\tfrac12E\eta\right)f_2=Z_2f_2,\qquad Z_1+Z_2=1 .
\label{eq:sep}
\end{equation}
With $E=-\kappa^2/2$, $x=\kappa\xi$ (or $\kappa\eta$), $f=F/\kappa^3$ and $Z=\kappa\lambda$,
\begin{equation}
\left[-\partial_xx\partial_x+\frac{m^2}{4x}+\frac x4\pm\frac{f x^2}{4}\right]g=\lambda g ,
\label{eq:oned}
\end{equation}
upper sign for $\xi$. If $\lambda(j,\pm f)$ has $j$ nodes and $s=2j+m+1$,
\begin{equation}
\kappa\left[\lambda(n_1,f)+\lambda(n_2,-f)\right]=1 .
\label{eq:quant}
\end{equation}
\begin{equation}
\lambda(j,f)=\frac s2+\frac f8(3s^2+1-m^2)-\frac{f^2}{32}s(17s^2-9m^2+19)+O(f^3).
\label{eq:lam}
\end{equation}
At $f=0$, $g_j=x^{m/2}e^{-x/2}L_j^m$ (Laguerre) and, normalized with weight $dx$, $\langle j|x|j\rangle=s$.

Node numbers $n_1$ in $\xi$ and $n_2$ in $\eta$ give shell $n=n_1+n_2+m+1$; their $s$ values obey $s_1+s_2=2n$. Level $a$ is the top of shell $n$ ($n_1=n-1$, $n_2=0$, $m=0$); level $b$ is the bottom of shell $n+1$ ($n_1=0$, $n_2=n$, $m=0$). Their energies are equal at $F_c$. The zero-field shell gap is $\Delta=(2n+1)/[2n^2(n+1)^2]$, and $F_{\rm IT}=1/(3n^5)$ is the Inglis--Teller field. To first order, the extreme levels of given $m$ meet at
\begin{equation}
F_1(m)=\frac{\Delta}{\tfrac32\left[2n^2-m(2n+1)\right]} .
\end{equation}
For $a$ and $b$, $F_1=\Delta/(3n^2)=F_{\rm IT}[1-\frac3{2n}+\frac2{n^2}-\dots]$. With quadratic shifts $-c_aF^2$ and $-c_bF^2$, the second-order field obeys $3n^2F_2+(c_b-c_a)F_2^2=\Delta$, where
\begin{equation}
c_a=\frac{n^4}{16}(14n^2+6n+16),\qquad c_b=\frac{(n+1)^4}{16}(14n^2+34n+36).
\end{equation}
The relative shift tends to $-7/(12n^2)$; the third order is of similar size.

The operator $K=-A_z+\tfrac12F(x^2+y^2)$, with $\mathbf A$ the Runge--Lenz vector, commutes with $H$ and $L_z$ at every field. Its eigenvalue is $Z_1-Z_2=2Z_1-1$. The example has $n=30$.

\section{Crossing without repulsion}

Repulsion is a property of the $2\times2$ matrix of $H$ in the space of two nearby levels. Its eigenvalues differ by $\sqrt{(H_{aa}-H_{bb})^2+4|H_{ab}|^2}$, and tuning $F$ alone can cancel $H_{aa}-H_{bb}$ but in general not $H_{ab}$ as well. In hydrogen $K$ maps this space onto itself, so the basis may be chosen to diagonalize $K$. Then
\begin{equation}
0=\langle a|[H,K]|b\rangle=(K_b-K_a)H_{ab},
\end{equation}
and $H_{ab}=0$ at every field for which $K_a\ne K_b$. At common $E$, $F$ and $m$ both levels solve the same $\xi$ equation, whose potential $x/4+fx^2/4$ confines. It is a one-dimensional Sturm--Liouville problem, whose eigenvalue $Z_1$ rises strictly with the node number. Different $n_1$ therefore means different $K=2Z_1-1$ at and near the meeting point.

That the meeting takes place follows from continuity. The Hellmann--Feynman theorem applied to Eq.~\eqref{eq:sep} gives $\partial Z_1/\partial E=-\langle\xi\rangle/2$ and $\partial Z_2/\partial E=-\langle\eta\rangle/2$. So $Z_1+Z_2$ falls strictly with $E$, and each label $(n_1,n_2,m)$ defines one smooth curve $E(F)$. The difference $E_a-E_b$ starts at $-\Delta$ and changes sign near $F_1$, so it passes through zero, with a slope close to $3n^2$.

The true statement is limited to different $n_1$. Two levels with equal $m$ and $n_1$ at equal energy share $Z_1$ and hence $Z_2$. As long as tunnelling is negligible, the inner well of the $\eta$ equation is also a Sturm--Liouville problem, so $n_2$ is equal too and the levels are the same. Such pairs cannot cross.

\section{Tunnelling}\label{sec:tunnel}

For $m=0$ put $g=u/\sqrt x$ in the $\eta$ equation. Then $xg'=\sqrt x\,u'-u/(2\sqrt x)$ and $(xg')'=\sqrt x\,[u''+u/(4x^2)]$, so
\begin{equation}
u''=\left[Q(x)-\frac1{4x^2}\right]u,\qquad Q=\frac14-\frac\lambda x-\frac{fx}{4}.
\end{equation}
The function $Q$ is positive between the roots $x_{1,2}=(1\mp\sqrt{1-16\lambda f})/(2f)$ of $fx^2-x+4\lambda=0$, so a barrier exists for $16\lambda f<1$. Level $b$ has the larger $\lambda$ and the thinner barrier. For it $\lambda\approx n$ and $f\approx n^3F_{\rm IT}$, so $16\lambda f\approx16/(3n)$ at leading order. In the WKB approximation the width is of the order of the orbital frequency $n^{-3}$ times $e^{-2I}$, with $I=\int_{x_1}^{x_2}\sqrt Q\,dx$. The estimate grows as $n$ decreases, so the barrier becomes thinner and the levels broader. A crossing is sharp only while the width is small compared with the level spacing.

\section{Comparison for $n=30$}

The gap is $\Delta=61/(2\times900\times961)=3.526419\times10^{-5}$, and $F_1=\Delta/2700=1.306081\times10^{-8}$. The ratio $F_1/F_{\rm IT}=0.95213$ compares with $0.95222$ from the series. With $c_a=6.47798\times10^8$ and $c_b=7.88225\times10^8$ the difference is $1.40428\times10^8$, and the relative shift is $-1.40428\times10^8\times1.306\times10^{-8}/2700=-6.8\times10^{-4}$. The reference value $F_c$ solves Eq.~\eqref{eq:quant} for both levels in 70 Laguerre functions, and a test requires it to change by less than $10^{-10}$ of itself with 130 functions.
\begin{center}
\begin{tabular}{lccc}
 & field ($10^{-8}$ a.u.) & V/cm & error relative to $F_c$\\
$F_{\rm IT}$ & 1.371742 & 70.54 & $+5.1\times10^{-2}$\\
$F_1$ & 1.306081 & 67.16 & $+8.6\times10^{-4}$\\
$F_2$ & 1.305195 & 67.12 & $+1.8\times10^{-4}$\\
$F_c$ & 1.304960 & 67.10 &
\end{tabular}
\end{center}
The V/cm column is for a fixed proton. The finite proton mass multiplies all these fields by the square of the reduced mass, $0.9989$, which moves $F_c$ to 67.03 V/cm, a shift larger than $F_1-F_c$. For $n=15,30,60$ the ratio $F_c/F_{\rm IT}$ is $0.905$, $0.951$, $0.975$, and $n^2(F_1/F_c-1)$ is $0.82$, $0.77$, $0.75$, which shows the $1/n^2$ law. These values lie above $7/12$. For $n=30$ the second-order shift at finite $n$ accounts for $900\times6.8\times10^{-4}=0.61$. The rest, $n^2(F_2/F_c-1)=0.16$, is of the order expected from the third-order term, but its coefficient was not derived, so this attribution is a conjecture. The extreme pairs with $m=1$ and $m=2$ cross later, at $1.3506\times10^{-8}$ and $1.3996\times10^{-8}$. At $0.999F_c$ all $m=0$ levels of shell 30 are tested to lie below all those of shell 31.

At the crossing $E_c=-5.386336\times10^{-4}$, $1/\kappa=30.4676$ and $f=3.691\times10^{-4}$. The constants are $Z_{1a}=0.983595$ and $Z_{1b}=0.016417$, so $K_a=+0.967190$ and $K_b=-0.967166$. They are nearly opposite because $K_a+K_b=2(Z_{1b}-Z_{2a})=2\kappa[\lambda(0,f)-\lambda(0,-f)]$, and Eq.~\eqref{eq:lam} with $s=1$ makes this $2\kappa f=2.4\times10^{-5}$, as found. For level $b$, $\lambda=29.97$, $16\lambda f=0.177$, and the barrier runs from $x_1=125.7$ to $x_2=2583.8$, where $1/(4x^2)$ is negligible. The integral is $I=695$, against $694$ from direct integration of the logarithmic derivative of $u$, so $e^{-2I}$ lies between $10^{-604}$ and $10^{-602}$.

The independent test is the diagonalization of $H$ in 1378 spherical Sturmian functions with $m=0$. At $F_c(1\mp10^{-5})$ its two levels differ by $3.530\times10^{-10}$, equal in size to the parabolic $E_a-E_b=\mp3.530\times10^{-10}$ and close to $2700\times1.305\times10^{-8}\times10^{-5}=3.52\times10^{-10}$. At $F_c$ the computed gap is $2\times10^{-19}$, which is rounding noise. The test requires it to be below $10^{-14}$, and the nearest other levels are about $3nF_c=1.17\times10^{-6}$ away.

\section{A core that breaks $K$}

Add the model potential $V=-c\,e^{-\beta r}/r$ with round parameters. It conserves $m$ but not $K$. To first order in $c$ the minimum gap is $2|V_{ab}|$, which needs the wave functions only for $r\lesssim1/\beta$. There the $E$ and $F$ terms of Eq.~\eqref{eq:sep} are negligible, leaving $-(\xi f_1')'=Z_1f_1$. With $t=2\sqrt{Z_1\xi}$ one has $\xi\partial_\xi=\tfrac12t\partial_t$ and $\partial_\xi\xi\partial_\xi=Z_1t^{-1}\partial_tt\partial_t$, which gives Bessel's equation with the regular solution $J_0(t)$. Up to corrections of order $1/n$, level $a$ has $(Z_1,Z_2)=(1,0)$ and level $b$ has $(0,1)$.

The volume element is $\rho\,d\rho\,dz\,d\varphi=\tfrac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$, the factor being the Jacobian of $(\rho^2/2,z)$. At zero field $\psi=Cg_{n_1}g_{n_2}$ with $g_j(0)=L^0_j(0)=1$ and $\kappa=1/n$, and the norm is $C^2\,2\pi\cdot\tfrac14n^3(s_1+s_2)=C^2\pi n^4$. At $F_c$ the field term $fx^2/4$ of Eq.~\eqref{eq:oned} is a fraction $fx\lesssim4nf\approx4/(3n)$ of the term $x/4$ inside the turning point $x\approx4n$, so the zero-field normalization is kept, with a relative error of order $1/n$. Near the nucleus $\psi_a\approx J_0(2\sqrt\xi)/(\sqrt\pi\,n^2)$ and $\psi_b\approx J_0(2\sqrt\eta)/[\sqrt\pi\,(n+1)^2]$. Since $V=-2c\,e^{-\beta(\xi+\eta)/2}/(\xi+\eta)$, the factor $\xi+\eta$ cancels and the constants combine to $\pi^{-1}\cdot2\pi\cdot\tfrac14\cdot2c=c$:
\begin{equation}
V_{ab}=-\frac{c}{n^2(n+1)^2}\int_0^\infty\!e^{-p\xi}J_0(2\sqrt\xi)\,d\xi\int_0^\infty\!e^{-p\eta}J_0(2\sqrt\eta)\,d\eta,\qquad p=\frac\beta2 ,
\end{equation}
that is, the product of one $\xi$ integral containing the Bessel function of $a$ and one $\eta$ integral containing that of $b$. The series $J_0(2\sqrt\xi)=\sum_j(-\xi)^j/(j!)^2$, integrated term by term, gives $\sum_j(-1)^j/(j!\,p^{j+1})=e^{-1/p}/p$ for each. Hence $|V_{ab}|=c\,(2/\beta)^2e^{-4/\beta}/[n^2(n+1)^2]$ and
\begin{equation}
2|V_{ab}|=\frac{8c\,e^{-4/\beta}}{\beta^2n^2(n+1)^2},
\end{equation}
with relative errors of order $1/n$ and $c$; the $1/n$ part grows as the core widens, and the formula needs $n\beta^2\gg4$, as shown below. For $\beta=4$ and $c=0.05$ this is $8\times0.05\,e^{-1}/(16\times900\times961)=1.063\times10^{-8}$, or 70.0 MHz. The spherical diagonalization of $H+V$, minimized over $F$, gives $1.068\times10^{-8}$, or 70.2 MHz. For $c=0.025$ the values are $5.32\times10^{-9}$ and $5.34\times10^{-9}$. The test allows 5\% relative to the formula, and in this basis the agreement is about half a percent. This closeness comes from the choice $\beta=4$. Keeping the small separation constants, each integral becomes $\int_0^\infty e^{-p\xi}J_0(2\sqrt{Z\xi})J_0(2\sqrt{Z'\xi})\,d\xi=p^{-1}e^{-(Z+Z')/p}I_0(2\sqrt{ZZ'}/p)$ with $Z+Z'\approx1$ and $ZZ'\approx1/(2n)$. The two $I_0$ factors together raise the gap by about $1/(np^2)=4/(n\beta^2)$. For $n=30$ the exact first-order $2|V_{ab}|$ exceeds the formula by 0.6\% at $\beta=4$, 3\% at $\beta=2$ and 13\% at $\beta=1$. The Sturmian basis, scaled to the size of the Rydberg orbit, does not resolve the distortion of the wave function inside the core, so the comparison tests mainly the first order in $c$, and the diagonalized gaps are not converged to the digits shown. With the core resolved they rise to $1.075\times10^{-8}$ (70.7 MHz) and $5.36\times10^{-9}$, which is 1.1\% and 0.8\% above the formula. The minimum sits above $F_c$ by $2.9\times10^{-5}$ and $1.5\times10^{-5}$ of $F_c$, roughly in proportion to $c$ (the first value becomes $3.0\times10^{-5}$ with the core resolved). The first-order difference $V_{aa}-V_{bb}$ alone gives $3.1\times10^{-5}$ and $1.55\times10^{-5}$.

The proof that $[H,K]=0$ used the form \eqref{eq:H}, which requires the pure $1/r$ potential, the nonrelativistic kinetic energy and a uniform field. An ionic core or the fine-structure terms lie outside it and can supply a nonzero $H_{ab}$. The fine-structure coupling of $a$ and $b$ is weak, however: the mass-velocity and Darwin terms cancel at leading order in $1/n$, leaving a gap of about 7 kHz at $n=30$ where either alone would give about 0.4 MHz, and spin--orbit coupling does not connect two $m=0$ orbitals of equal spin projection at first order. A field gradient also lies outside it. However, an axially symmetric gradient is a low polynomial in $\xi$ and $\eta$, and at first order it couples $a$ and $b$ only through matrix elements between functions whose node numbers differ by about $n$, which are negligibly small. The program and its output follow below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
n = 30; field unit = 5.142207e+09 V/cm; hartree = 6.579684e+09 MHz
shell gap Delta = 3.526419e-05 Eh; slope difference 3n^2 = 2700 a0
c_a = 6.47798e+08, c_b = 7.88225e+08, c_b-c_a = 1.40428e+08 au
F_IT = 1.371742e-08 au = 70.5378 V/cm; ratio to F_c minus 1 = 5.118e-02
F1 = 1.306081e-08 au = 67.1614 V/cm; ratio to F_c minus 1 = 8.590e-04
F2 = 1.305195e-08 au = 67.1158 V/cm; ratio to F_c minus 1 = 1.801e-04
F_c exact = 1.304960e-08 au = 67.1038 V/cm; ratio to F_c minus 1 = 0.000e+00
F1/F_IT = 0.95213; 1-3/(2n)+2/n^2 = 0.95222
n = 15: F_c/F_IT = 0.90490; n^2(F1/F_c-1) = 0.8209
n = 30: F_c/F_IT = 0.95132; n^2(F1/F_c-1) = 0.7731
n = 60: F_c/F_IT = 0.97534; n^2(F1/F_c-1) = 0.7533
m = 1: F1 = 1.351895e-08 au, F_c = 1.350641e-08 au
m = 2: F1 = 1.401041e-08 au, F_c = 1.399633e-08 au
E_c = -5.3863360558e-04 Eh; 1/kappa = 30.46760; f = 3.69073e-04
Z1_a = 0.983595, Z1_b = 0.016417; K_a = 0.967190, K_b = -0.967166
spacing inside shell 3 n F_c = 1.1745e-06 Eh
level b barrier: lambda = 29.9674, 16 lambda f = 0.1770, x1 = 125.7, x2 = 2583.8
barrier integral = 695.1 (Riccati 694.0); log10 exp(-2I) = -604
spherical basis size = 1378
F/F_c-1 = -1e-05: spherical gap = 3.530e-10 Eh; E_a-E_b parabolic = -3.530e-10 Eh
F/F_c-1 = +0e+00: spherical gap = 2.168e-19 Eh; E_a-E_b parabolic = +0.000e+00 Eh
F/F_c-1 = +1e-05: spherical gap = 3.530e-10 Eh; E_a-E_b parabolic = +3.530e-10 Eh
core c = 0.05, beta = 4.0 /a0: formula gap = 1.0634e-08 Eh = 69.97 MHz
  diagonalized gap = 1.0675e-08 Eh = 70.24 MHz at F/F_c-1 = +2.9e-05
core c = 0.025, beta = 4.0 /a0: formula gap = 5.3168e-09 Eh = 34.98 MHz
  diagonalized gap = 5.3421e-09 Eh = 35.15 MHz at F/F_c-1 = +1.5e-05
\end{verbatim}
